\section*{How junction curvature raises the peak field and lowers breakdown voltage}

\section{The error made by a planar estimate}

A junction designed from its flat area alone can fail at a fraction of the intended voltage. In the model junction computed below, the planar formula promises breakdown at about 1506 V. Modelled as an ideal cylinder of radius $1\,\mu$m, the edge of the same junction breaks down at about 444 V. The doping, the permittivity and the ionization law are the same in both places; the shape of the junction makes the difference.

The reason is geometric. Field lines from the charge in a wide depletion layer converge on a small curved surface, so the field is strongest there. A high peak does not by itself prove early breakdown, however, because the high-field region also becomes shorter. The theorem below settles which effect wins, and shows that the answer rests on the convexity of the ionization coefficient.

\section{Setting and assumptions}

A heavily doped p$^+$ region, treated as an equipotential, has a cylindrical surface of radius $a$. Outside it lies n-type material with uniform donor density $N$ and permittivity $\varepsilon$. Under reverse bias the n material is fully depleted from $r=a$ to a sharp edge $r_d=a+w$, and is neutral beyond. The layer is thick enough that $r_d$ stays inside it. Let
\begin{equation}
k=\frac{qN}{\varepsilon},\qquad x=r-a,
\end{equation}
with $q>0$ the elementary charge. The electric field points inward, from the positive donors to the p$^+$ region, so $E_r=-F$ with $F\ge 0$. The voltage $V$ is the total junction voltage, applied plus built-in.

The problem is taken as azimuthally symmetric. A real edge is roughly a quarter cylinder joined to a flat floor; the join and any charge on the top surface are left out. When the depletion layer is wider than the radius, the join changes the field at the edge, so the voltages found below for small radii are too low for such an edge. In the numerical example, with the flat floor joined on and an uncharged top surface carrying no normal field, breakdown is higher than the ideal-cylinder value by about 2\% at $a=2\,\mu$m, 6\% at $1\,\mu$m, 12\% at $0.5\,\mu$m and 40\% at $0.1\,\mu$m, and is unchanged at $10\,\mu$m.

Electrons and holes have the same ionization coefficient $\alpha(F)$, the number of pairs created per carrier and unit path, and it depends on the local field only. It is differentiable for $F>0$, increasing and strictly convex, with $\alpha(0)=0$.

\section{Three lemmas}

\paragraph{Lemma 1 (field and voltage).} In the depletion layer
\begin{align}
F(r)&=\frac{k\,(r_d^2-r^2)}{2r},\qquad F_m=F(a)=\frac{k\,(r_d^2-a^2)}{2a},\label{field}\\
V&=\frac{k}{2}\left[r_d^2\ln\frac{r_d}{a}-\frac{r_d^2-a^2}{2}\right].\label{volt}
\end{align}

\emph{Proof.} Gauss's law, $\frac1r\frac{d}{dr}(rE_r)=k$, becomes
\begin{equation}
\frac{d}{dr}(rF)=-kr .\label{gauss}
\end{equation}
Integrating from $r$ to $r_d$, where $F=0$, gives $-rF(r)=-k(r_d^2-r^2)/2$, which is (\ref{field}). The potential rises outward at the rate $F$, hence
\begin{equation}
V=\int_a^{r_d}F\,dr=\frac{k}{2}\int_a^{r_d}\left(\frac{r_d^2}{r}-r\right)dr ,
\end{equation}
which is (\ref{volt}). Differentiation gives
\begin{equation}
\frac{dV}{dr_d}=\frac{k}{2}\left[2r_d\ln\frac{r_d}{a}+r_d-r_d\right]=k\,r_d\ln\frac{r_d}{a}>0 ,
\end{equation}
so each voltage fixes one depletion width. $\square$

With $r=a+x$ and $r_d=a+w$, the factor $r_d^2-r^2=(w-x)\,[2(a+x)+(w-x)]$ puts the field in the form
\begin{equation}
F=k(w-x)\left[1+\frac{w-x}{2(a+x)}\right].\label{form}
\end{equation}
For $a\to\infty$ this is the planar field $F=k(W-x)$, with $V=kW^2/2$ and $W$ the planar width. The second term in the bracket is the effect of curvature.

\paragraph{Lemma 2 (single crossing).} Let $a<c\le\infty$ be two radii, $c=\infty$ meaning a planar junction, with equal $k$ and equal $V$. Then $F_a(0)>F_c(0)$ and $w_a<w_c$, and $D(x)=F_a-F_c$ changes sign once, from positive to negative.

\emph{Proof.} Writing out the derivative in (\ref{gauss}), $F+rF'=-kr$, gives
\begin{equation}
\frac{dF}{dx}=-k-\frac{F}{a+x}.\label{slope}
\end{equation}
Where the two fields have a common positive value $F$,
\begin{equation}
D'=-F\left[\frac{1}{a+x}-\frac{1}{c+x}\right]<0 ,\label{down}
\end{equation}
so $D$ can cross zero only downward, and at most once while both fields are positive.

Suppose $D(0)\le0$. Then $D<0$ immediately afterwards and $D$ cannot return to zero before $F_a$ has vanished. The area under $F_a$ would be smaller than that under $F_c$, but both areas equal $V$. Hence $D(0)>0$. Equal areas also forbid $D\ge0$ throughout, so there is one crossing, at some $x^*$, and beyond it $F_c>F_a$ until $F_a$ vanishes. This gives $w_a\le w_c$. Equality is excluded, since by (\ref{form}) equal widths would make $F_a>F_c$ at every $x<w_a$. $\square$

\paragraph{Lemma 3 (avalanche condition).} For electrons injected at the junction, the current gain is
\begin{equation}
M=\frac{1}{1-S},\qquad S=\int_a^{r_d}\alpha(F)\,dr ,\label{gain}
\end{equation}
so breakdown is the condition $S=1$, as in a planar junction.

\emph{Proof.} Electrons drift outward and holes inward, so both carry conventional current inward. In a cylinder the current densities $J_n$ and $J_p$ are not conserved along a field line, but the currents per unit length, $I_n=2\pi rJ_n$ and $I_p=2\pi rJ_p$, have a constant sum $I$ in the steady state. Pairs are created at the rate $\alpha(J_n+J_p)/q$ per unit volume, and each adds one electron to the outward stream:
\begin{equation}
\frac{dI_n}{dr}=2\pi r\,\alpha\,(J_n+J_p)=\alpha I .
\end{equation}
No holes enter at $r_d$, so $I_n(r_d)=I$. Integration gives $I-I_n(a)=IS$, and $M=I/I_n(a)$ is (\ref{gain}). $\square$

The continuity equations for the current densities were also integrated numerically, at 95\% of the breakdown voltage for $a=1\,\mu$m, with $\alpha=(F/F_0)^7\,\mu$m$^{-1}$, $F_0=250$ V/$\mu$m, and the doping and permittivity of the numerical example below. The gain was 4.19, in agreement with $1/(1-0.7614)$.

\section{The theorem}

\paragraph{Theorem.} Under the stated assumptions, let $a<c\le\infty$ and let the doping be equal. Then
\begin{enumerate}
\item at equal voltage, the peak field is higher at radius $a$ than at radius $c$;
\item at equal voltage, $S_a>S_c$;
\item the breakdown voltages satisfy $V_B(a)<V_B(c)$.
\end{enumerate}
The case $c=\infty$ compares a cylindrical junction with a planar one.

\emph{Proof.} Part 1 is contained in Lemma 2. For part 2, a convex function lies above its tangents, so
\begin{equation}
\alpha(F_a)-\alpha(F_c)\ge\alpha'(F_c)\,D .
\end{equation}
Let $F^*$ be the common field at the crossing $x^*$. Since $\int_0^{w_c}D\,dx=0$, the constant $\alpha'(F^*)$ may be subtracted from the slope:
\begin{equation}
S_a-S_c\ge\int_0^{w_c}\left[\alpha'(F_c)-\alpha'(F^*)\right]D\,dx .\label{key}
\end{equation}
The field $F_c$ falls with $x$ and $\alpha'$ rises with $F$. For $x<x^*$ the bracket and $D$ are both positive; for $x^*<x<w_c$ both are negative. The integrand is positive except at $x^*$, so $S_a>S_c$.

For part 3, raising $V$ raises $r_d$, which by (\ref{field}) raises the field at every depleted point and lengthens the path. Each $S$ therefore increases with $V$. The planar integral $\frac1k\int_0^{kW}\alpha(F)\,dF$ grows without limit, and by part 2 so do the others; each junction has one breakdown voltage. At $V=V_B(a)$ we have $S_c<S_a=1$, so junction $c$ needs a higher voltage. $\square$

\paragraph{Remark 1 (why convexity matters).} If $\alpha$ is proportional to $F$, then $S$ is proportional to $V$ and the shape has no effect. If $\alpha$ is strictly concave, the tangent inequality and the sign of the bracket in (\ref{key}) both reverse, and the curved junction has the smaller $S$. Numerical tests at 300 V and $a=1\,\mu$m confirm the three cases with $\alpha\propto F^{1/2}$, $F$, and both $F^2$ and $F^7$. Curvature lowers breakdown because a convex law gains more from the raised field near the junction than it loses from the shortened tail.

\paragraph{Remark 2 (exponential law).} For $\alpha=Ae^{-b/F}$,
\begin{equation}
\alpha''=A\,e^{-b/F}\,\frac{b}{F^3}\left(\frac{b}{F}-2\right),
\end{equation}
which is positive for $F<b/2$. The comparison needs convexity only up to the peak field of the curved junction at its own breakdown. With $A=1000\,\mu$m$^{-1}$, $b=1500$ V/$\mu$m and the doping used below, breakdown falls from 1212 V (planar) to 378.5 V at $a=1\,\mu$m. The peak field is then 290 V/$\mu$m, well below $b/2=750$ V/$\mu$m.

\section{Size of the effect at equal voltage}

For weak curvature, $w\ll a$, (\ref{form}) becomes $F\simeq ku(1+u/2a)$ with $u=w-x$. Integrating over $u$ and equating to the planar voltage,
\begin{equation}
\frac{kw^2}{2}\left(1+\frac{w}{3a}\right)=\frac{kW^2}{2}
\quad\Rightarrow\quad w\simeq W\left(1-\frac{W}{6a}\right).
\end{equation}
The peak field is then, to first order in $W/a$,
\begin{equation}
F_m\simeq kw\left(1+\frac{w}{2a}\right)\simeq kW\left(1+\frac{W}{2a}-\frac{W}{6a}\right)=kW\left(1+\frac{W}{3a}\right).
\end{equation}

The numerical example uses round model parameters: relative permittivity 10 and $N=10^{16}$ cm$^{-3}$, which give $k=18.095$ V/$\mu$m$^2$. At 300 V the planar width is $\sqrt{2\times300/18.095}=5.758\,\mu$m, and the peak field is $18.095\times5.758=104.2$ V/$\mu$m. For $a=1\,\mu$m, (\ref{volt}) gives $w=4.292\,\mu$m, so $r_d=5.292\,\mu$m and
\begin{equation}
F_m=\frac{18.095\,(5.292^2-1)}{2}\simeq 244.3\ \mathrm{V}/\mu\mathrm{m}.
\end{equation}
The peak is 2.34 times the planar one. Here $W/a$ is not small, so the first-order formula does not apply. A finite-difference solution of Poisson's equation gives the same peak field. For the law $\alpha=(F/F_0)^7\,\mu$m$^{-1}$ with $F_0=250$ V/$\mu$m, the ionization integral rises from $1.6\times10^{-3}$ in the planar junction to $0.126$ in the cylindrical one.

\section{Breakdown for a power law}

Take $\alpha=\alpha_0(F/F_0)^m$ with $m>1$. In the planar junction $S=1$ reads
\begin{equation}
\alpha_0\left(\frac{k}{F_0}\right)^m\frac{W_B^{m+1}}{m+1}=1,\qquad
W_B=\left[\frac{m+1}{\alpha_0}\left(\frac{F_0}{k}\right)^m\right]^{1/(m+1)}.\label{planar}
\end{equation}
Let $F_B=kW_B$ be the planar peak field at breakdown, and define $\eta=a/W_B$, $\rho=r_d/W_B$ and $s=r/W_B$. Then $F/F_B=(\rho^2-s^2)/(2s)$. By (\ref{planar}) the prefactor of the cylindrical integral is $\alpha_0(k/F_0)^mW_B^{m+1}=m+1$. The breakdown condition and the voltage ratio $v=V_B(a)/V_B(\infty)$ become
\begin{equation}
(m+1)\int_\eta^\rho\left(\frac{\rho^2-s^2}{2s}\right)^m ds=1,\qquad
v=\rho^2\ln\frac{\rho}{\eta}-\frac{\rho^2-\eta^2}{2}.\label{scaled}
\end{equation}
For a given $m$, the ratio depends on doping through $\eta$ alone.

\paragraph{Large radius.} Let $\omega=w/W_B$. To first order in $1/\eta$ the scaled field is $u(1+u/2\eta)$, with $u$ now measured in units of $W_B$, and the breakdown condition is
\begin{equation}
(m+1)\int_0^\omega u^m\left(1+\frac{mu}{2\eta}\right)du
=\omega^{m+1}+\frac{m(m+1)}{2(m+2)\eta}\,\omega^{m+2}=1 .
\end{equation}
Setting $\omega=1-\delta$ gives $\delta=m/[2(m+2)\eta]$. Therefore
\begin{align}
v&\simeq\omega^2+\frac{\omega^3}{3\eta}\simeq1-2\delta+\frac{1}{3\eta}=1-\frac{2(m-1)}{3(m+2)\,\eta},\label{large}\\
\frac{F_m}{F_B}&\simeq\omega+\frac{\omega^2}{2\eta}\simeq1-\delta+\frac{1}{2\eta}=1+\frac{1}{(m+2)\,\eta}.
\end{align}
For $m=7$ these are $1-4/(9\eta)$ and $1+1/(9\eta)$. At $m=1$ the voltage correction vanishes, as Remark 1 requires.

\paragraph{Lower bound and small radius.} For $r>a$, (\ref{field}) gives $F<F_m a/r$. Extending the path to infinity increases the integral further, so at breakdown
\begin{equation}
1<\alpha_0\left(\frac{F_m}{F_0}\right)^m\int_a^\infty\left(\frac ar\right)^m dr
=\alpha_0\left(\frac{F_m}{F_0}\right)^m\frac{a}{m-1}.
\end{equation}
Dividing by the planar condition $\alpha_0(F_B/F_0)^mW_B/(m+1)=1$ gives
\begin{equation}
\frac{F_m}{F_B}>\left[\frac{m-1}{(m+1)\,\eta}\right]^{1/m}.\label{peak}
\end{equation}
Also $F_m>F_B$: otherwise the steeper slope (\ref{slope}) would keep the curved field below the planar one for all $x>0$, and $S$ would be less than 1. Let $p$ be the larger of 1 and the right side of (\ref{peak}).

With $f=F_m/F_B$, the peak-field formula gives $\rho^2=\eta^2+2\eta f$, and (\ref{scaled}) becomes
\begin{equation}
v=G(\eta,f)=\frac{\eta^2+2\eta f}{2}\ln\left(1+\frac{2f}{\eta}\right)-\eta f .\label{G}
\end{equation}
Since $\partial G/\partial f=\eta\ln(1+2f/\eta)+\eta-\eta>0$, it follows that $v>G(\eta,p)$.

As $\eta\to0$, $\rho^2>2\eta p$ implies $r_d/a\to\infty$. The neglected factor in the field, $(r_d^2-r^2)/(r_d^2-a^2)$, then tends to 1 at every fixed $r/a$, while $(a/r)^m$ bounds the integrand. The inequality (\ref{peak}) thus becomes an asymptotic equality, and so does the bound on $v$. In this limit
\begin{equation}
v\simeq\eta f\left[\ln\frac{2f}{\eta}-1\right],\qquad f\simeq\left[\frac{m-1}{(m+1)\,\eta}\right]^{1/m},
\end{equation}
which tends to zero: a thin ideal cylinder loses nearly all of the planar voltage, although the approach is slow for $m$ near 1. This law belongs to the full cylinder. An edge joined to a flat floor departs from it more and more as $a/w$ shrinks and keeps a larger share of the voltage. For $m=7$ and $\eta=0.001$ the bound was tested to lie within 0.1\% of the computed ratio.

\section{Numbers and their reading}

Let $m=7$ and $\alpha_0=1\,\mu$m$^{-1}$ at $F_0=250$ V/$\mu$m. Then (\ref{planar}) gives
\begin{equation}
W_B=\left[8\left(\frac{250}{18.095}\right)^7\right]^{1/8}\mu\mathrm{m}=12.90\ \mu\mathrm{m},
\end{equation}
$V_B(\infty)=\frac12\times18.095\times12.904^2\simeq1506$ V and $F_B=233.5$ V/$\mu$m, or 2.335 MV/cm. Numerical solution of $S=1$ for the cylinder gives:

\begin{center}
\begin{tabular}{rrrrr}
$a$ ($\mu$m) & $V_B$ (V) & $v$ & $F_m$ (V/$\mu$m) & bound (V)\\
0.5 & 309 & 0.205 & 359 & 306\\
1 & 444 & 0.295 & 327 & 437\\
2 & 612 & 0.406 & 300 & 590\\
5 & 866 & 0.575 & 272 & 791\\
10 & 1055 & 0.700 & 257 & 899\\
50 & 1363 & 0.905 & 240 & 1299
\end{tabular}
\end{center}

The peak field at breakdown is not a constant of the material model. It rises as the radius shrinks, because a shorter high-field path needs a larger $\alpha$ to reach $S=1$. Assuming breakdown at the planar value $F_B$ amounts to setting $f=1$ in (\ref{G}). At $a=1\,\mu$m this predicts 282 V, which is 36\% below the computed 444 V. The bound with $p$ is only 1.7\% low there, but 15\% low at $10\,\mu$m, where neither of its two estimates is sharp.

Recovering 90\% of the planar voltage takes $a=47\,\mu$m, or 3.65 planar breakdown widths for $m=7$; the number is about 2.0 for $m=3$ and 4.2 for $m=10$. The relevant comparison is therefore between the radius and the depletion width: an edge that looks gently rounded on the scale of a shallow junction can still be sharp electrically. At $50\,\mu$m the first-order formula (\ref{large}) gives 1334 V, about 2\% below the computed value.

\section{Where the result stops}

The proof uses a local ionization coefficient. By (\ref{slope}), $F/|F'|<a$ at the junction, so the field changes over a distance shorter than the radius. If carriers need a comparable distance to gain their ionization energy, $\alpha$ is no longer a function of the local field and Lemma 3 fails. Unequal electron and hole coefficients also change the avalanche condition.

Punch-through, depletion inside the p$^+$ region and surface charge alter the field profile itself, and with it Lemma 1. A corner curved in two directions is a different electrostatic problem. The voltages above describe the ideal cylindrical edge; they are not predictions for a complete device. The full numerical output follows.

\section*{Table of computed values}
\begin{verbatim}
relative permittivity: 10.0; doping: 1.0e+16 cm^-3
alpha = 1.0 /um at F0 = 250.0 V/um; power m = 7
field slope k = 18.0951 V/um^2
--- equal voltage 300.0 V, radius 1.0 um ---
planar width: 5.7583 um; cylindrical width: 4.2919 um
planar peak field: 104.20 V/um
cylindrical peak field: 244.32 V/um
peak field from finite differences: 244.32 V/um
peak field ratio: 2.3448
planar integral: 1.5726e-03
cylindrical integral: 1.2639e-01
--- planar breakdown ---
width: 12.9038 um; voltage: 1506.49 V
peak field: 233.50 V/um = 2.3350 MV/cm
--- cylindrical breakdown: one line per radius ---
a(um)  eta  width(um)  V(V)  V/Vplanar  peak(V/um)  bound(V)
 0.5  0.0387   3.9803   308.57  0.2048   358.70   306.20
 1.0  0.0775   5.0948   443.94  0.2947   327.04   436.52
 2.0  0.1550   6.3862   612.05  0.4063   300.06   590.43
 5.0  0.3875   8.2450   865.71  0.5747   272.20   790.67
10.0  0.7750   9.6050  1054.69  0.7001   257.27   898.77
50.0  3.8748  11.8400  1363.02  0.9048   239.61  1298.70
fixed-critical-field voltage at 1 um: 282.08 V
large-radius estimate at 50 um: 1333.70 V
radius for 90% of planar: 47.16 um; eta = 3.6545
--- gain check at 95% of breakdown, radius 1 um ---
voltage: 421.74 V; ionization integral: 0.76144
gain from continuity equations: 4.1918
gain from integral: 4.1918
--- exponential ionization law, radius 1 um ---
A = 1000.0 /um; b = 1500.0 V/um
planar: 1212.02 V; cylindrical: 378.50 V
cylindrical peak field: 290.26 V/um; b/2: 750.0 V/um
voltage ratio: 0.3123
\end{verbatim}
